# Solving the optimized effective potential equation for beryllium with radial Green functions

## Three grid points by hand

Take a particle on three points \(j=1,2,3\) with unit spacing, no potential, and walls at \(j=0\) and \(j=4\). With \(h_0=-\tfrac12\delta^2\), where \(\delta^2y_j=y_{j+1}-2y_j+y_{j-1}\), the equation \(h_0y=ey\) is a recurrence:

\[
y_{j+1}=b\,y_j-y_{j-1},\qquad b=2-2e .
\]

The ground state has \(b=\sqrt2\) and \(y=\tfrac12(1,\sqrt2,1)\). It vanishes at both walls and is called the regular solution. A second solution \(\bar y\) of the same recurrence, the irregular one, is fixed by the Wronskian \(y_j\bar y_{j+1}-y_{j+1}\bar y_j=1\). Choosing \(\bar y_2=0\) gives \(\bar y_3=1/y_2=\sqrt2\) and \(\bar y_1=-\sqrt2\). At the walls it equals \(\mp2\), so it violates the boundary conditions.

Now add a small potential \(v_j\). First-order perturbation theory for the orbital change \(\eta\) reads \((h_0-e)\eta=-(v-\langle v\rangle)y\), or, multiplied by \(-2\),

\[
\delta^2\eta+2e\,\eta=2(v-\langle v\rangle)y .
\]

The two solutions give the Green function \(y_{\min(j,k)}\,\bar y_{\max(j,k)}\). We need the product \(y_j\eta_j\), so we multiply the Green function by \(y_j\) and by the \(y_k\) of the source. With \(n_j=y_j^2=(\tfrac14,\tfrac12,\tfrac14)\) and \(p_j=y_j\bar y_j=(-\tfrac{\sqrt2}2,0,\tfrac{\sqrt2}2)\),

\[
a_{jk}=n_{\min(j,k)}\,p_{\max(j,k)}
=\frac{\sqrt2}{8}\begin{pmatrix}-1&0&1\\0&0&2\\1&2&1\end{pmatrix}.
\]

Two projections remain: the mean of \(v\) is removed from the source, and \(\eta\) is made orthogonal to \(y\). With the row sums \(A_j=\sum_ka_{jk}=(0,\tfrac{\sqrt2}4,\tfrac{\sqrt2}2)\) and their total \(\tfrac{3\sqrt2}4\),

\[
X_{jk}=a_{jk}-n_jA_k-A_jn_k+n_jn_k\tfrac{3\sqrt2}{4}
=\frac{\sqrt2}{64}\begin{pmatrix}-5&2&3\\2&-4&2\\3&2&-5\end{pmatrix},
\]

and \(y_j\eta_j=2\sum_kX_{jk}v_k\). Each row sums to zero, because a constant potential changes no orbital.

Suppose an exchange operator acts as \((Ky)_j=\kappa_jy_j\) with \(\kappa=(-1,-2,-1)\). We ask for a local potential \(v\) whose replacement of \(K\) leaves the orbital unshifted: \(Xv=X\kappa\). Without the common factor \(\sqrt2/64\) the equations are

\[
-5v_1+2v_2+3v_3=-2,\quad 2v_1-4v_2+2v_3=4,\quad 3v_1+2v_2-5v_3=-2 .
\]

The first minus the third gives \(v_1=v_3\); the second then gives \(v_2=v_1-1\). The constant stays free. Requiring \(\langle y|v-K|y\rangle=0\) means \(v_1-\tfrac12=-\tfrac32\), hence \(v=(-1,-2,-1)=\kappa\).

With one orbital the local potential reproduces the action of \(K\) on that orbital exactly. With two orbitals, \(Ku_1/u_1\) and \(Ku_2/u_2\) generally differ, and one potential must compromise. Beryllium is such a case.

## What the compromise must satisfy

We treat the closed shell 1s²2s² without relativity, with a fixed point nucleus, exchange but no correlation, real orbitals and Hartree atomic units. The radial functions \(u_i(r)\), \(i=1,2\), obey

\[
hu_i=-\tfrac12u_i''+Vu_i=e_iu_i,\qquad \int_0^\infty u_i^2\,dr=1,
\]

with one local potential \(V\) for both. Define, with \(r_>=\max(r,r')\),

\[
Y_{ij}(r)=\int_0^\infty\frac{u_i(r')u_j(r')}{r_>}dr',\quad
v_H=2\sum_iY_{ii},\quad Ku_i=-\sum_jY_{ij}u_j .
\]

The energy is the Hartree-Fock expression

\[
E=2\sum_i\langle u_i|{-\tfrac12}\tfrac{d^2}{dr^2}-\tfrac Zr|u_i\rangle+\tfrac12\int n\,v_H\,dr+\sum_i\langle u_i|K|u_i\rangle,\quad n=2\sum_iu_i^2 .
\]

Vary the orbitals. The one-body term gives a factor \(2\cdot2\). The Hartree term gives \(\int\delta n\,v_H\,dr\) with \(\delta n=4\sum u_i\delta u_i\). The exchange term is quartic, and its four orbital positions contribute equally. Therefore

\[
\delta E=4\sum_i\langle\delta u_i|\,h+K-w\,|u_i\rangle,\qquad w=V+\tfrac Zr-v_H .
\]

Normalisation makes \(\langle\delta u_i|h|u_i\rangle=e_i\langle\delta u_i|u_i\rangle=0\), which leaves \(\delta E=-4\sum_i\langle\delta u_i|(w-K)u_i\rangle\).

The \(\delta u_i\) are not free; they come from a change \(\delta V\):

\[
(h-e_i)\delta u_i=-(\delta V-\langle\delta V\rangle_i)u_i .
\]

Introduce an orbital shift \(\psi_i\), orthogonal to \(u_i\), by

\[
(h-e_i)\psi_i=-(w-K-\Delta_i)u_i,\qquad \Delta_i=\langle u_i|w-K|u_i\rangle .
\]

Since \(\delta u_i\perp u_i\), the constant \(\Delta_i\) may be inserted freely, and \(h-e_i\) can be moved to the other side:

\[
\langle\delta u_i|(w-K)u_i\rangle=-\langle(h-e_i)\delta u_i|\psi_i\rangle=\langle\delta V\,u_i|\psi_i\rangle .
\]

The term with \(\langle\delta V\rangle_i\) dropped out because \(\psi_i\perp u_i\). Hence

\[
\frac{\delta E}{\delta V(r)}=-4\sum_iu_i(r)\psi_i(r),
\]

and stationarity is the optimized-effective-potential (OEP) equation \(\sum_iu_i\psi_i=0\). At self-consistency \(w\) is the exchange potential \(v_x\). Because \(\psi_i\) depends linearly on \(w\) through a Green function, this is a Fredholm equation of the first kind for fixed orbitals.

The constant in \(v_x\) is fixed at large \(r\), where \(u_1\) decays faster than \(u_2\). The source of \(\psi_1\) contains terms proportional to \(u_1\) and the term \(Y_{12}u_2\). Because \(u_1\) and \(u_2\) are orthogonal, \(Y_{12}(r)=\int_r^\infty u_1u_2\,(1/r'-1/r)\,dr'\), which decays like \(u_1u_2\), so \(Y_{12}u_2\) falls faster than \(u_1\). Up to powers of \(r\), \(\psi_1\) therefore decays like \(u_1\), and the OEP equation makes \(\psi_2=-u_1\psi_1/u_2\) of order \(u_1^2/u_2\). Inserting this in the equation for \(\psi_2\) and dividing by \(u_2\) gives

\[
w+Y_{22}+Y_{12}\frac{u_1}{u_2}-\Delta_2\to0 .
\]

The third term vanishes and \(Y_{22}\to1/r\), so \(v_x\to\Delta_2-1/r\). The choice \(\Delta_2=0\) therefore gives a potential that vanishes at infinity.

## The radial equation as a recurrence

The 1s orbital needs fine spacing near the nucleus, the 2s orbital a long range. Put \(r=e^x\) and \(u=\sqrt r\,y\). Since \(d/dr=r^{-1}d/dx\),

\[
u'=r^{-1/2}\left(y_x+\tfrac12y\right),\qquad
u''=r^{-3/2}\left(y_{xx}-\tfrac14y\right),
\]

the terms in \(y_x\) cancelling in the second step. The radial equation becomes

\[
y_{xx}=Fy,\qquad F=\tfrac14+2r^2(V-e).
\]

On a uniform grid in \(x\) with step \(h_x\), the norm is \(\sum_j\rho_jy_j^2=1\) with \(\rho=h_xr^2\), because \(u^2dr=r^2y^2dx\).

For \(y_{xx}=Fy+S\), Taylor expansion gives \(\delta^2y=h_x^2y_{xx}+\tfrac1{12}h_x^4y_{xxxx}+O(h_x^6)\). Replacing \(h_x^2y_{xxxx}\) by \(\delta^2y_{xx}\) yields Numerov's rule

\[
\delta^2y=h_x^2\left(1+\tfrac1{12}\delta^2\right)(Fy+S).
\]

Without a source, set \(z=Py\) with \(P=1-h_x^2F/12\). Then \(\delta^2z=h_x^2Fy\), or

\[
z_{j+1}=b_jz_j-z_{j-1},\qquad b_j=2+h_x^2F_j/P_j ,
\]

the recurrence of the three-point example with a variable \(b_j\). At the outer end \(z=0\) one step beyond the grid. At the inner end \(F\approx\tfrac14\), and \(z_0=tz_1\) with the constant ratio \(t\) of the regular solution for \(F=\tfrac14\).

**Eigenvalues.** The ratios \(q_j=z_{j+1}/z_j\) follow from \(q_1=b_1-t\), \(q_j=b_j-1/q_{j-1}\). These are the pivots in the elimination of the symmetric tridiagonal matrix with diagonal \(b_j\) (first element \(b_1-t\)) and off-diagonal \(-1\). The number of negative pivots equals its number of negative eigenvalues. As \(e\) rises, each \(b_j\) falls while \(P_j>0\), so this number counts the levels below \(e\), and bisection finds each level. The bracket must keep every \(P_j\) positive. On the grid used below this means \(e\) above about −26 hartree; lower trial energies, or a larger outer radius with the same number of points, produce spurious negative pivots. The orbital is then built outward from the nucleus and inward from the far end, and joined at the outer turning point \(m\) of this equation, the last point with \(F<0\); because of the term \(\tfrac14\) it lies slightly inside the radius where \(V=e\).

**Orthogonality.** For two levels, \(F_1/P_1-F_2/P_2=(F_1-F_2)/(P_1P_2)\) and \(F_1-F_2=2r^2(e_2-e_1)\). Subtracting the two recurrences, each multiplied by the other solution and summed, gives \((e_2-e_1)\sum\rho\,y_1y_2=0\). The grid orbitals are orthogonal apart from rounding.

## The Green function at an eigenvalue

Let \(\bar z\) be a second solution of the recurrence at the same \(e_i\). The Wronskian \(z_j\bar z_{j+1}-z_{j+1}\bar z_j\) does not depend on \(j\): inserting the recurrence for both \(j+1\) terms, the \(b_j\) parts cancel and \(z_{j-1}\bar z_j-z_j\bar z_{j-1}\) remains. We set it to \(h_x\) by starting at the turning point:

\[
\bar z_m=0,\qquad \bar z_{m\pm1}=\pm h_x/z_m .
\]

From there \(\bar z\) is run in both directions. It grows towards both ends, so rounding errors do not overtake it.

With a source, define \(\zeta=Py-h_x^2S/12\). Numerov's rule becomes \(\delta^2\zeta=h_x^2(Fy+S)\). Insert \(y=(\zeta+h_x^2S/12)/P\) and use \(P+h_x^2F/12=1\):

\[
\delta^2\zeta-h_x^2\frac FP\zeta=h_x^2\frac SP .
\]

The solution is \(\zeta_j=h_x\sum_kz_{\min}\bar z_{\max}S_k/P_k\), where min and max refer to \(j\) and \(k\). Indeed, applying the left-hand operator to \(z_{\min}\bar z_{\max}\) at \(j=k\) gives

\[
z_k\bar z_{k+1}+z_{k-1}\bar z_k-b_kz_k\bar z_k=z_k\bar z_{k+1}-z_{k+1}\bar z_k=h_x,
\]

and zero elsewhere. Returning to \(y\), with \(\bar y=\bar z/P\), the response \(\eta\) to the source is

\[
\eta_j=h_x\sum_ky_{\min}\bar y_{\max}S_k+\frac{h_x^2}{12P_j}S_j .
\]

Beyond the last point the sum is proportional to \(\bar z\sum_ky_kS_k\). The boundary condition thus holds only for a source orthogonal to the orbital. This is the solvability condition at an eigenvalue, and the removal of the mean potential guarantees it.

For a potential change \(\delta v\), the first-order equation in the variable \(x\) has \(S=2r^2(\delta v-\langle\delta v\rangle)y\), so \(h_xS_k=2\rho_k(\delta v_k-\langle\delta v\rangle)y_k\). Multiplying \(\eta_j\) by \(y_j\) produces, for each orbital,

\[
a_{jk}=n_{\min}\,p_{\max}+\delta_{jk}\frac{h_xn_j}{12P_j},\qquad n=y^2,\quad p=y\bar y .
\]

In \(a_{jk}\) the exponentially large \(\bar y\) appears only in the product \(y\bar y\), which stays of order one. Write \((a\rho)_j=\sum_ka_{jk}\rho_k\). Subtracting the mean of \(\delta v\) turns \(a_{jk}\) into \(a_{jk}-(a\rho)_jn_k\). Orthogonalising \(\eta\) to \(y\) subtracts \(n_j\) times the \(\rho\)-weighted sum of this over \(j\). Summed over the orbitals,

\[
X_{jk}=\sum_i\left[a_{jk}-(a\rho)_jn_k-n_j(a\rho)_k+n_jn_k\,\rho^{T}a\rho\right]_i .
\]

With \(\rho=1\) and \(P=1\), without the Numerov diagonal term, this is the three-point formula.

## Solving the Fredholm equation

For a trial \(v_x\), let \(s_j=\sum_i(y_i\eta_i)_j\) be the residual, computed with the source \(2r^2(v_xy_i-Ky_i-\Delta_iy_i)\). The correction that removes it obeys

\[
\sum_kX_{jk}\,2\rho_k\,\delta v_k=-s_j .
\]

The density, and with it \(X\), spans many orders of magnitude. Let \(N=\sum_iy_i^2\) and take \(\alpha_k=\sqrt{\rho_kN_k}\,\delta v_k\) as unknown. Multiplying row \(j\) by \(-\sqrt{\rho_j/N_j}\) gives the symmetric system

\[
\sum_kM_{jk}\alpha_k=\sqrt{\rho_j/N_j}\;s_j,\qquad
M_{jk}=-2\sqrt{\frac{\rho_j}{N_j}}\,X_{jk}\sqrt{\frac{\rho_k}{N_k}} .
\]

A constant potential is a null vector, \(\alpha^{(0)}=\sqrt{\rho N}\); adding \(\tfrac12\alpha^{(0)}\alpha^{(0)T}\) lifts it, and the constant is set afterwards by \(\Delta_2=0\).

Other components are poorly determined. A rapid variation of \(v_x\) couples the orbitals mainly to states of high energy, whose large energy denominators make the response small. For beryllium on 480 points out to 16 bohr the largest eigenvalue of \(M\) is 4.55 hartree⁻¹, while 266 eigenvalues lie below \(10^{-6}\). The largest eigenvalue lies just below \(1/(e_{3s}-e_{2s})\) and feels the outer wall through the diffuse 3s level: it rises to 4.59 hartree⁻¹ when the range is extended to 28 bohr. The count of small eigenvalues belongs to this grid, not to the atom. A Tikhonov term \(10^{-8}\) is therefore added to the diagonal. It leaves the worst-determined components close to their starting values; these hardly affect the energy, for the same reason that they are hard to determine.

The integrals \(Y_{ij}\) are sums over the grid. In \(x'\), the factor \(r'/r_>\) has slope 1 just below \(r'=r\) and 0 above it. The trapezoidal rule misses \(h_x^2/12\) times the jump in slope of the integrand, so \(-h_x^2u_iu_j/12\) is added.

The Talman-Shadwick scheme in this form is:

1. Start from a screened potential \(V\).
2. Find both orbitals and their irregular partners; compute \(v_H\) and \(Ku_i\).
3. In the first cycle take \(v_x=\sum_iu_iKu_i/\sum_iu_i^2\); later keep the previous \(v_x\).
4. Compute \(s\), solve for \(\delta v\), update \(v_x\) and impose \(\Delta_2=0\).
5. Form \(V_{\rm new}=-Z/r+v_H+v_x\), replace \(V\) by \(V+\tfrac12(V_{\rm new}-V)\), and return to step 2 until the change is negligible.

## Beryllium

The grid runs from \(10^{-5}\) to 16 bohr with \(h_x=0.0298\), and the start is \(V=-(1+3e^{-r})/r\). The energy falls from −14.3871 hartree in the first cycle to −14.5472 in the second and −14.5719 in the fourth; 26 cycles reach the convergence threshold. The orbital energies are −4.1257 hartree (1s) and −0.3092 hartree (2s). The kinetic, nuclear, Hartree and exchange parts add up to

\[
14.57243-33.63464+7.15555-2.66577=-14.57243\ \text{hartree},
\]

which is −14.5724 hartree, or −396.54 eV.

The kinetic energy equals \(-E\), and scaling explains why. Stretching all orbitals by a common factor keeps them eigenfunctions of a local potential, so the stretched set is admissible. Its energy is \(\lambda^2T+\lambda W\), with \(W\) the sum of all Coulomb terms. Stationarity at \(\lambda=1\) gives \(2T+W=0\), hence \(E=T+W=-T\).

The exchange potential is not monotonic:

| \(r\) (bohr) | \(v_x\) (hartree) |
|---|---|
| 0.1 | −2.879 |
| 0.6 | −1.005 |
| 1.0 | −0.320 |
| 1.5 | −0.437 |
| 2.0 | −0.394 |
| 8.0 | −0.125 |

Among the sampled radii there is a local maximum at 1 bohr. Near 0.1 bohr \(v_x\) is close to \(Ku_1/u_1+\Delta_1\), with \(\Delta_1=0.61\) hartree, and at 2 bohr it is close to \(Ku_2/u_2\). Near 1 bohr it lies above both, so the maximum is not a simple average of the two orbital exchange potentials. At 8 bohr \(rv_x=-0.9999\), in agreement with the derived tail.

Hartree-Fock lets the exchange operator act differently on each orbital. Its minimum is taken over a larger set of orbitals and cannot lie higher. In a basis of 24 Gaussians it is −14.57302 hartree, so locality costs about 0.6 millihartree (0.59 against the grid energy, 0.58 against the radial potential evaluated in the same basis, given below).

The numerical check also minimises the energy in that Gaussian basis over a local potential with 13 parameters, without using the radial solution. It finds −14.572428 hartree, against −14.572433 from the grid. The radial potential inserted into the same basis gives −14.572440 hartree. That this is lower than the 13-parameter minimum is no contradiction, since the parametrised family is restricted. It also lies 7 microhartree below the grid minimum; orbitals confined to a finite basis are not exact eigenfunctions of one local potential, so the grid minimum is no lower bound for them. The size of this gap was not traced to one source; it does not affect the fourth decimal.

The formulas above hold for closed shells of s orbitals. Orbitals with angular momentum add a centrifugal term to \(F\) and further multipoles to \(K\), and open shells need separate spin potentials or an average. The energy is the exchange-only minimum in a local potential; the energy of the real atom also contains correlation and relativistic effects.

## Table of computed values

```
nuclear charge Z: 4
grid: 480 points, r from 1e-05 to 16 bohr
logarithmic step h: 0.029824
Tikhonov term: 1e-08; mixing fraction: 0.5
start potential: -(1 + 3 exp(-r))/r hartree, r in bohr
energy in iteration 1: -14.387061 hartree
energy in iteration 2: -14.547242 hartree
energy in iteration 3: -14.568937 hartree
energy in iteration 4: -14.571900 hartree
energy in iteration 6: -14.572416 hartree
energy in iteration 11: -14.572433 hartree
iterations used: 26
last weighted potential change: 7.1e-09 hartree
1s orbital energy: -4.12570 hartree
2s orbital energy: -0.30923 hartree
kinetic energy: 14.57243 hartree
nuclear energy: -33.63464 hartree
Hartree energy: 7.15555 hartree
exchange energy: -2.66577 hartree
OEP total energy: -14.572433 hartree = -396.536 eV
OEP total energy, 320 points: -14.572433 hartree
radial potential in Gaussian basis: -14.572440 hartree
Gaussians: 24 for orbitals, 13 for the potential
Gaussian-basis energy, Fermi-Amaldi start: -14.531410 hartree
Gaussian-basis local-potential minimum: -14.572428 hartree
largest gradient at that minimum: 5.6e-11
Gaussian-basis Hartree-Fock energy: -14.573023 hartree
OEP minus Hartree-Fock: 0.590 millihartree
v_x at r = 0.01 bohr: -3.1266 hartree
v_x at r = 0.1 bohr: -2.8785 hartree
v_x at r = 0.3 bohr: -1.9685 hartree
v_x at r = 0.6 bohr: -1.0047 hartree
v_x at r = 0.8 bohr: -0.5571 hartree
v_x at r = 1.0 bohr: -0.3201 hartree
v_x at r = 1.5 bohr: -0.4366 hartree
v_x at r = 2.0 bohr: -0.3936 hartree
v_x at r = 4.0 bohr: -0.2448 hartree
v_x at r = 8.0 bohr: -0.1250 hartree
r v_x at 8 bohr: -0.99991 hartree bohr
exchange energy from virial relation: -2.66577 hartree
largest relative Wronskian error: 2.8e-13
1s-2s overlap: 8.4e-15
largest OEP residual r*s: 2.7e-15 atomic units
relative density-response error: 2.4e-08
scaled kernel, largest eigenvalue: 4.5513 1/hartree
kernel eigenvalues below 1e-6: 266
energy slopes (dimensionless): start formula, start numeric, final
bump at 0.3 bohr: -0.075281, -0.075281, -4.2e-10
bump at 1.0 bohr: -0.299809, -0.299809, -2.5e-09
bump at 2.5 bohr: 0.152472, 0.152472, 5.6e-08
```
